\section*{Nikishov-Ritus harmonic rates for nonlinear Compton scattering in a circularly polarized wave}

\section{The electron in the wave}

Q. An electron in a strong laser wave absorbs many photons at once. How can one compute its radiation without summing diagrams of every order in the wave?

A. By putting the wave into the electron states and treating the emitted photon in first order. Take $\hbar=c=1$, Heaviside-Lorentz units with $\alpha=e^2/4\pi$, metric $(+---)$; write $(ab)$ for a scalar product and $\hat a=\gamma^\mu a_\mu$. The wave is a prescribed classical field, infinite, monochromatic and not depleted. With the charge absorbed into the potential,
\begin{equation}
A=m\xi(\epsilon_1\cos\varphi+\epsilon_2\sin\varphi),\quad \varphi=(kx),\quad k^2=(k\epsilon_i)=0,\quad (\epsilon_i\epsilon_j)=-\delta_{ij},
\end{equation}
so that $A^2=-m^2\xi^2$ is constant, the special property of circular polarization. The Dirac equation $(i\hat\partial-\hat A-m)\psi=0$ has the Volkov solution
\begin{equation}
\psi\propto L\,u\,e^{-i(px)-if(\varphi)},\quad L=1+c\,\hat k\hat A,\quad c=\frac{1}{2(kp)},\quad \dot f=c\,[2(pA)-A^2],
\end{equation}
where a dot is $d/d\varphi$, $p^2=m^2$, $\hat pu=mu$ and $\bar uu=2m$.

Q. Show me that this solves the equation.

A. The derivative of the exponent gives $\hat p+\dot f\hat k$, and that of $L$ gives $i\hat k\dot L=0$ because $\hat k\hat k=0$. It remains to show $(\hat\pi-m)Lu=0$ with $\pi=p-A+\dot fk$. Since $(kA)=0$, $\hat k$ and $\hat A$ anticommute and $\hat A\hat k\hat A=-A^2\hat k$. Moving $\hat p$ to the right, $\hat p\hat k\hat A=2(kp)\hat A-2(pA)\hat k+\hat k\hat A\hat p$. Then
\begin{align}
\hat\pi L&=\hat p-\hat A+\dot f\hat k+c\,\hat p\hat k\hat A-c\,\hat A\hat k\hat A\nonumber\\
&=\hat p+c\,\hat k\hat A\hat p+\hat k\{\dot f-c[2(pA)-A^2]\}=L\hat p ,
\end{align}
and $\hat\pi Lu=mLu$ follows. No expansion in $\xi$ was made.

Q. How is such a state normalized? Its density oscillates.

A. The Dirac adjoint is $\bar L=1+c\hat A\hat k=1-c\hat k\hat A=L^{-1}$, because $(\hat k\hat A)^2=0$. So $U=Lu$ has $\bar UU=2m$, and from $\hat\pi U=mU$, $\bar U\hat\pi=m\bar U$ we get $\bar U\gamma^\mu U=\bar U\{\hat\pi,\gamma^\mu\}U/2m=2\pi^\mu$. The terms of $\pi$ linear in $A$ average to zero over a cycle, which leaves the quasi-momentum
\begin{equation}
q=\langle\pi\rangle=p+c\,m^2\xi^2k,\qquad q^2=m_*^2=m^2(1+\xi^2),\qquad (kq)=(kp).
\end{equation}
One electron in a volume $V$, on average, requires the factor $1/\sqrt{2q_0V}$. The constant part of $\dot f$ turns $(px)$ into $(qx)$ in the exponent, and the rest, $\int d\varphi\,(pA)/(kp)$, is periodic. That $p$ is the momentum before the electron entered the wave was tested by integrating the Lorentz force through a smooth switch-on: the mean of $m\,dx/d\tau$ on the plateau is $q$.

\section{Harmonics and kinematics}

Q. Where do discrete harmonics come from in a single vertex?

A. From the periodic factors. For a photon $k'$ of polarization $\epsilon'$,
\begin{equation}
S=-ie\int d^4x\,\bar\psi_{p'}\hat\epsilon'^*\psi_p\,\frac{e^{i(k'x)}}{\sqrt{2\omega'V}} .
\end{equation}
The periodic phases combine to $-(\alpha_1\sin\varphi-\alpha_2\cos\varphi)$, since $\int\cos=\sin$ and $\int\sin=-\cos$, with
\begin{equation}
\alpha_i=m\xi\,(Y\epsilon_i),\qquad Y=\frac{p}{(kp)}-\frac{p'}{(kp')},\qquad \alpha_1+i\alpha_2=ze^{i\varphi_0}.
\end{equation}
The phase is therefore $-z\sin(\varphi-\varphi_0)$. Expand the periodic factor as $\sum_sM_s^\mu e^{-is\varphi}$; with $\langle\,\rangle$ the cycle average and $L'$ built from $p'$,
\begin{equation}
M_s^\mu=\langle e^{i\Phi}\,\bar u'\bar L'\gamma^\mu Lu\rangle,\qquad \Phi=s\varphi-z\sin(\varphi-\varphi_0).
\end{equation}
The $x$ integral gives $(2\pi)^4\delta^4(q+sk-q'-k')$. A given final state fixes $s$, so different harmonics do not interfere. Squaring, replacing one delta function by the four-volume over $(2\pi)^4$, and counting final states gives the rate per electron
\begin{equation}
dW_s=\frac{e^2}{2q_0}X_s\,d\Phi_2,\qquad d\Phi_2=\frac{d^3k'\,d^3q'}{(2\pi)^6\,4\omega'q_0'}(2\pi)^4\delta^4(q+sk-q'-k'),
\end{equation}
where $X_s$ is $|\epsilon'^*_\mu M_s^\mu|^2$ averaged over the initial spin and summed over final spin and polarization.

Q. The Fourier sum runs over all integers. Which ones survive?

A. With $Q=q+sk$, $Q^2=m_*^2+2s(kp)$. The final state gives $Q^2=m_*^2+2(q'k')>m_*^2$, because $q'$ is timelike and $k'$ lightlike with positive energies. Hence $s\ge1$. It counts the quanta $k$ in the balance of quasi-momenta. In terms of the free momenta before entry and after exit the balance reads $p+\ell k=p'+k'$ with $\ell=s-\frac12m^2\xi^2[1/(kp')-1/(kp)]$, which is in general not an integer and equals $s$ only for $\xi\to0$ or $(kk')\to0$.

Q. The argument $z$ depends on the axes $\epsilon_i$. Can a rate depend on them?

A. It does not. Since $(Yk)=0$, $Y$ has the form $\lambda k-\sum_i(Y\epsilon_i)\epsilon_i$, so $z^2=-m^2\xi^2Y^2$. Replacing $p,p'$ by $q,q'$ shifts $Y$ along $k$ and leaves $Y^2$ unchanged. Squaring $q-q'=k'-sk$ gives $2m_*^2-2(qq')=-2s(kk')$. Contracting the conservation law with $k$ gives $(kp)=(kp')+(kk')$. Define $u=(kk')/(kp')$, so that $(kp)=(1+u)(kp')$ and $1/(kp')-1/(kp)=u/(kp)$. Then
\begin{align}
-Y^2&=\frac{2m_*^2+2s(kk')}{(kp)(kp')}-\frac{m_*^2}{(kp)^2}-\frac{m_*^2}{(kp')^2}
=\frac{2su}{(kp)}-\frac{m_*^2u^2}{(kp)^2}.
\end{align}
Introduce $\eta=(kp)/m^2$, $u_s=2s\eta/(1+\xi^2)$ and $y=u/u_s$. Putting $(kp)=m_*^2u_s/2s$ turns both terms into multiples of $4s^2/m_*^2$:
\begin{equation}
z^2=\frac{4s^2\xi^2}{1+\xi^2}\,y(1-y),\qquad 0\le u\le u_s .
\label{z}
\end{equation}
The range follows because $z^2$ is a sum of squares. A numerical search over photon directions in an oblique collision finds $u_s$ as the largest $u$ for $s=1,2,3$.

\section{The squared amplitude}

Q. You will want to replace the polarization sum by $-g_{\mu\nu}$. With dressed lines, is the current still conserved?

A. After the cycle average it is. From $\pi-q=-A+k(pA)/(kp)$ and its primed copy,
\begin{equation}
\pi-\pi'-k'=-sk+k\,z\cos(\varphi-\varphi_0)=-k\dot\Phi .
\label{pi}
\end{equation}
Insert $\hat k'=\hat\pi-\hat\pi'+\dot\Phi\hat k$ between $\bar U'$ and $U$. The first two terms give $m-m=0$. In the third, $\bar L'\hat kL=\hat k$ because $\hat k\hat k=0$. So $k'_\mu M_s^\mu=\bar u'\hat ku\,\langle\dot\Phi e^{i\Phi}\rangle=0$, the average of the derivative of the periodic function $-ie^{i\Phi}$. The sum over two transverse polarizations differs from $-g_{\mu\nu}$ by terms carrying $k'_\mu$ or $k'_\nu$, which drop out.

Q. Then do the trace, and leave nothing out.

A. Keep the phases of amplitude and conjugate distinct: $X_s=\langle\langle e^{i\Phi(\varphi)-i\Phi(\varphi')}T\rangle\rangle$. With $a=A(\varphi)$, $b=A(\varphi')$, $\Delta=a-b$, $\bar a=(a+b)/2$,
\begin{equation}
T=-\tfrac12{\rm Tr}[K'\gamma^\mu K\gamma_\mu],\qquad K=(1+c\hat k\hat a)(\hat p+m)(1+c\hat b\hat k),
\end{equation}
and $K'$ has $p',c'$ and $a\leftrightarrow b$. The mass part of $K$ is $m(1+c\hat k\hat\Delta)$, since $\hat b\hat k=-\hat k\hat b$ and $\hat k\hat a\hat b\hat k=\hat a\hat b\hat k\hat k=0$. For the rest use $\hat x\hat y\hat w=(xy)\hat w-(xw)\hat y+(yw)\hat x+[x,y,w]$, where the bracket is the totally antisymmetrized product:
\begin{align}
\hat k\hat a\hat p&=-(kp)\hat a+(ap)\hat k+[k,a,p],\nonumber\\
\hat p\hat b\hat k&=(pb)\hat k-(kp)\hat b-[k,b,p],\nonumber\\
\hat k\hat a\hat p\hat b\hat k&=\hat a\,\hat k\hat p\hat k\,\hat b=2(kp)\hat a\hat k\hat b=2(kp)\{-(ab)\hat k-[k,a,b]\}.
\end{align}
These enter with $c,c,c^2$, and $2c(kp)=1$. Antisymmetry gives $[k,a,b]=[k,\Delta,b]=[k,\Delta,\bar a]$, and a multiple of $k$ may be added to the last slot. Therefore
\begin{equation}
K=m(1+c\hat k\hat\Delta)+\hat V+c[k,\Delta,V],\qquad V=p-\bar a+ck\,[2(p\bar a)-(ab)],
\end{equation}
and $K'=m(1-c'\hat k\hat\Delta)+\hat V'-c'[k,\Delta,V']$. The contraction $\gamma^\mu\ldots\gamma_\mu$ sends $1\to4$, $\hat k\hat\Delta\to4(k\Delta)=0$, $\hat V\to-2\hat V$, and a bracket to $+2$ times itself, because a bracket is $\gamma_5$ times a vector and $\gamma_5$ anticommutes with $\gamma^\mu$. Traces of a vector with a bracket, or of even with odd products, vanish. For two brackets ${\rm Tr}([x_1,x_2,x_3][y_1,y_2,y_3])=-4\det(x_iy_j)$: both sides are multilinear and antisymmetric, and they agree on orthonormal vectors, where $(\hat e_1\hat e_2\hat e_3)^2=-e_1^2e_2^2e_3^2$. The first row of the determinant is $(0,0,(kp))$ and the first column $(0,0,(kp'))$, so $\det=-(kp)(kp')\Delta^2$. The bracket term is $2(-cc')(-4)\det=-8cc'(kp)(kp')\Delta^2=-2\Delta^2$, and
\begin{equation}
T=-\tfrac12\,[16m^2-8(VV')-2\Delta^2]=-8m^2+4(VV')+\Delta^2 .
\end{equation}

Q. $(VV')$ still contains both momenta and both phases.

A. Write $4(VV')=2V^2+2V'^2-2(V-V')^2$. First, $V^2=m^2-2(p\bar a)+\bar a^2+2(p\bar a)-(ab)=m^2+\Delta^2/4$, and the same for $V'$. Second, comparing the coefficients of $k$, $V=\frac12[\pi(\varphi)+\pi(\varphi')]+\frac12ck\Delta^2$, because $-(ab)+(a^2+b^2)/2=\Delta^2/2$. By (\ref{pi}), with $\dot\Phi_1,\dot\Phi_2$ taken at $\varphi,\varphi'$,
\begin{equation}
(V-V')^2=(kk')\,[-\dot\Phi_1-\dot\Phi_2-(c'-c)\Delta^2],
\end{equation}
since $V-V'$ is $k'$ plus a multiple of $k$. Now $2(kk')(c'-c)=(kk')^2/(kp)(kp')=u^2/(1+u)$, so
\begin{equation}
T=-4m^2+\Big(2+\frac{u^2}{1+u}\Big)\Delta^2+2(kk')(\dot\Phi_1+\dot\Phi_2).
\end{equation}
The last term is a total derivative in one of the two averages and vanishes. Both forms of $T$ were tested against explicit matrix traces at random phases.

Q. I see no Bessel function yet.

A. Bessel's integral $J_n(z)=\langle e^{in\chi-iz\sin\chi}\rangle$, with $\chi=\varphi-\varphi_0$, gives $\langle e^{i\Phi}\rangle=J_se^{is\varphi_0}$ and $\langle e^{i\Phi\pm i\varphi}\rangle=J_{s\pm1}e^{i(s\pm1)\varphi_0}$. In the double average each multiplies its conjugate, so $1\to J_s^2$ and $\cos(\varphi-\varphi')\to\frac12(J_{s+1}^2+J_{s-1}^2)$. For the circular wave $\Delta^2=a^2+b^2-2(ab)=-2m^2\xi^2[1-\cos(\varphi-\varphi')]$. Hence
\begin{equation}
X_s=m^2\Big\{-4J_s^2+\xi^2\Big(2+\frac{u^2}{1+u}\Big)\big(J_{s+1}^2+J_{s-1}^2-2J_s^2\big)\Big\},
\label{X}
\end{equation}
all at the argument (\ref{z}). The azimuth $\varphi_0$ has cancelled. As a test, $M_s^\mu$ was built from explicit spinors by quadrature over $\varphi$ and squared with two physical polarizations; it reproduces (\ref{X}) for $s=1,2,3,5$.

Q. And the rate itself?

A. $d\Phi_2$ is invariant, so evaluate it where $\mathbf Q=0$. Three delta functions remove $d^3q'$, leaving $\omega'd\omega'd\Omega\,\delta(Q_0-\omega'-q_0')/16\pi^2q_0'$. With $d(\omega'+q_0')/d\omega'=Q_0/q_0'$ this is $\omega'd\Omega/16\pi^2Q_0$. The light-front fraction $v=(kk')/(kp)=(kk')/(kQ)=\omega'(1-\cos\theta)/Q_0$, with $\theta$ the angle between $\mathbf k$ and $\mathbf k'$ and $\omega'$ fixed in this frame, turns it into $dv\,d\phi/16\pi^2$. Since $v=u/(1+u)$, $dv=du/(1+u)^2$, and the azimuth gives $2\pi$. With $e^2=4\pi\alpha$, the factor is $4\pi\alpha/(2q_0\cdot8\pi)$:
\begin{equation}
\frac{dW_s}{du}=\frac{\alpha}{4q_0}\frac{X_s}{(1+u)^2},\qquad 0\le u\le u_s,\qquad W=\sum_{s\ge1}W_s .
\label{rate}
\end{equation}
These are the Nikishov-Ritus rates. The combination $R_s=q_0W_s/\alpha m^2$ depends on $\eta$ and $\xi$ alone. The electron drifts with velocity $\mathbf q/q_0$, so the phase advances at the mean rate $(kp)/q_0$ and the probability per cycle is $P_s=2\pi\alpha R_s/\eta$. Integration of the spinor amplitude over laboratory angles in an oblique collision, with energy conservation solved numerically, agrees with $R_s$ for $s=1,2,3$. By (\ref{z}), $z/s\le\xi/\sqrt{1+\xi^2}<1$, the region where $J_s$ falls exponentially with $s$; for $\xi\gg1$ this bound approaches one and many harmonics contribute.

\section{Edges}

Q. What photon energy belongs to $u_s$, and in what sense is it red-shifted?

A. From $(Q-k')^2=m_*^2$, $(Qk')=s(kp)$. Take a head-on collision, electron along $+z$ and $k=\omega(1,0,0,-1)$, and let $\vartheta$ be the photon angle from $+z$. Then $\omega'=s(kp)/(Q_0-Q_z\cos\vartheta)$. With $p^\pm=p_0\pm p_z$ we have $(kp)=\omega p^+$, $k^+=0$, $k^-=2\omega$, so $q^+=p^+$ and $q^-=m_*^2/p^+$. At $\vartheta=0$ the denominator is $Q^-=q^-+2s\omega$:
\begin{equation}
\omega'_s=\frac{s\omega\,p^{+2}}{m^2(1+\xi^2)+2s\omega p^+}=\frac{p^+}{2}\,\frac{u_s}{1+u_s}.
\end{equation}
All momenta are then collinear, $z=0$ with $(kk')\ne0$, so this is $u=u_s$. The ratio to the same line with $\xi=0$ is $(1+2s\eta)/(1+\xi^2+2s\eta)<1$. It tends to $1/(1+\xi^2)$ for $s\eta\ll1$, and recoil weakens the shift. Its origin is the increase of $q^-$ at fixed $q^+$: the wave lowers the drift velocity against itself.

Q. Is that line the top of the laboratory spectrum?

A. It is the top of harmonic $s$ (higher harmonics reach further) when $Q_z=p_z-m^2\xi^2/2p^+-s\omega>0$, for then the denominator is smallest at $\vartheta=0$. For $Q_z<0$, as for an electron initially at rest, the order reverses: backscattering gives the lowest frequency, and the highest is $s\omega$, along the wave. This ordering was tested for $s=1$. The bound $u\le u_s$ holds in every frame.

Q. Does each harmonic end in a sharp step?

A. Only the first. At $u\to u_s$, $z^2\propto u_s-u$ and $J_n\simeq(z/2)^n/n!$. The lowest power in (\ref{X}) is $J_{s-1}^2\propto z^{2s-2}$, the others being of order $z^{2s}$ or higher, so $X_s\propto(u_s-u)^{s-1}$. For $s=1$, $X_1(u_1)=m^2\xi^2[2+u_1^2/(1+u_1)]$. The reason is visible in $M_s^\mu$: at $z=0$ the exponent is $e^{is\varphi}$, and the matrix $\bar L'\gamma^\mu L$ contains the harmonics $0,\pm1$ alone, because its quadratic term $cc'\hat A\hat k\gamma^\mu\hat k\hat A=2cc'm^2\xi^2k^\mu\hat k$ is constant. The spinor amplitudes confirm the step and the powers $1$ and $2$ for $s=2,3$. The second harmonic thus ends with a kink and the third more smoothly still.

\section{Weak field and classical limit}

Q. Show that ordinary Compton scattering is contained in this.

A. For $\xi\to0$ at fixed $y$, $z\propto\xi$, so $J_s^2$ and $\xi^2J_{s-1}^2$ are both of order $\xi^{2s}$, and $W_s\propto\xi^{2s}$. The first harmonic leads. At amplitude level write $A=(m\xi/\sqrt2)(\epsilon e^{-i\varphi}+{\rm c.c.})$ with $\epsilon=(\epsilon_1+i\epsilon_2)/\sqrt2$. The average in $M_1$ picks the $e^{-i\varphi}$ term; in the phase, $-i\int e^{-i\varphi}d\varphi=e^{-i\varphi}$. To first order
\begin{equation}
M_1^\mu=\frac{m\xi}{\sqrt2}\,\bar u'\Big[\gamma^\mu\frac{2(p\epsilon)+\hat k\hat\epsilon}{2(kp)}-\frac{2(p'\epsilon)-\hat\epsilon\hat k}{2(kp')}\gamma^\mu\Big]u .
\end{equation}
Since $(\hat p+m)\hat\epsilon u=2(p\epsilon)u$ and $\bar u'\hat\epsilon(\hat p'+m)=2(p'\epsilon)\bar u'$, the numerators are $(\hat p+\hat k+m)\hat\epsilon$ and $\hat\epsilon(\hat p'-\hat k+m)$. These are the $s$- and $u$-channel diagrams.

Q. A rate is not a cross section. What flux do you divide by?

A. The electric and magnetic fields both have magnitude $\omega m\xi/|e|$, so the energy density is $\omega^2m^2\xi^2/e^2$ and the photon density $n=\omega m^2\xi^2/4\pi\alpha$. The relative velocity is $(kp)/\omega q_0$, with $q_0\to p_0$ for $\xi\to0$. Define $\sigma_s=W_s\omega q_0/n(kp)=4\pi\alpha^2R_s/m^2\xi^2\eta$; at finite $\xi$ this depends on intensity and is a rate per flux. With $J_0\to1$, $4J_1^2\to z^2\to4\xi^2y(1-y)$ and $u_1\to2\eta$,
\begin{equation}
\frac{d\sigma}{du}=\frac{\pi\alpha^2}{m^2\eta\,(1+u)^2}\Big[2+\frac{u^2}{1+u}-4y(1-y)\Big].
\end{equation}
In the rest frame of $p$, $(kp)=m\omega$ and, squaring the conservation law in the form $p-k'=p'-k$, $m^2-2(pk')=m^2-2(kp')$, so $(kp')=(pk')=m\omega'$. Thus $\omega'/\omega=1/(1+u)$, and $2+u^2/(1+u)=(1+u)+1/(1+u)=\omega/\omega'+\omega'/\omega$. Further $1-\cos\theta=(kk')/\omega\omega'=um/\omega=2y$, so $4y(1-y)=\sin^2\theta$ and $du=\eta\,d\Omega/2\pi$:
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{2m^2}\frac{\omega'^2}{\omega^2}\Big(\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-\sin^2\theta\Big).
\end{equation}
This is the Klein-Nishina formula. With $t=1+u$ running to $t_1=1+2\eta$, the integrals are $\int(t^{-1}+t^{-3})=\ln t_1+\frac12-\frac1{2t_1^2}$, $\int u/t^2=\ln t_1-2\eta/t_1$ with weight $-2/\eta$, and $\int u^2/t^2=2\eta-2\ln t_1+2\eta/t_1$ with weight $1/\eta^2$. Using $4/t_1+2/\eta t_1=2/\eta$,
\begin{equation}
\sigma_{KN}=\frac{\pi\alpha^2}{m^2\eta}\Big[\Big(1-\frac2\eta-\frac2{\eta^2}\Big)\ln t_1+\frac12+\frac4\eta-\frac1{2t_1^2}\Big].
\end{equation}
For $\eta\to0$, $u\ll1$ and $\sigma=(2\pi\alpha^2/m^2)\int_0^1[2-4y(1-y)]dy=8\pi\alpha^2/3m^2$, the Thomson value. The relative correction to $\sigma_1$ starts at order $\xi^2$, as was tested by halving $\xi$. The limit is not uniform in $u$: for $u_1<u<2\eta$ the first harmonic is zero while Klein-Nishina is finite, in a strip of relative width $\xi^2/(1+\xi^2)$.

Q. That checks one harmonic. What checks the whole sum at $\xi\sim1$?

A. The classical limit. On the orbit $d\varphi/d\tau=m\eta$ and $\dot\pi=-\dot A+k(p\dot A)/(kp)$, so $\dot\pi^2=-m^2\xi^2$ and the squared proper acceleration is $m^2\xi^2\eta^2$. Larmor's formula gives the radiated four-momentum $dP^\mu/d\tau=\frac23\alpha\,m^2\xi^2\eta^2\pi^\mu/m$. Contract with $k$, divide by $(kp)$ and by $d\varphi/d\tau$, and multiply by $2\pi$: the fraction of $(kp)$ lost per cycle is $4\pi\alpha\xi^2\eta/3$. The quantum counterpart weights (\ref{rate}) with $v$:
\begin{equation}
\ell=\frac{\pi\alpha}{2\eta}\sum_su_s^2\int_0^1\frac{y\,X_s/m^2}{(1+u)^3}\,dy .
\label{loss}
\end{equation}
For small $\xi$ and $\eta$, $\int_0^1y[2-4y(1-y)]dy=1-\frac13=\frac23$ and $\ell=(\pi\alpha/2\eta)\,4\eta^2\xi^2\cdot\frac23$, the Larmor value. At $\xi=1.3$ and $\eta=10^{-6}$ the harmonic sum was tested numerically against Larmor's formula with the acceleration of the integrated orbit.

\section{An example}

Q. Put in numbers.

A. Take round parameters: a 10 GeV electron, head-on with a wave of photon energy 1.5 eV (826.6 nm) and $\xi=1$, which is an intensity of $4.01\times10^{18}$ W/cm$^2$; the numerical output follows the text. With $p^+=20$ GeV,
\begin{equation}
\eta=\frac{1.5\times2\times10^{10}}{(0.510999\times10^6)^2}=0.11489,\qquad m_*=\sqrt2\,m=0.72266\ {\rm MeV}.
\end{equation}
The shift $q_0-p_0=6.5$ eV is negligible beside $p_z$, so $Q_z>0$ for all relevant $s$. Here $u_s=s\eta$, and $\omega_1'=10\times0.11489/1.11489=1.0305$ GeV against the Compton edge $1.8685$ GeV. The ratio $0.5515=(1+0.22978)/(2+0.22978)$ lies above $1/(1+\xi^2)=0.5$ by the recoil term. The next edges are at $1.8685$, $2.5632$ and $3.1486$ GeV. The second coincides with the linear Compton edge because $u_s$ depends on $s/(1+\xi^2)$, which is $1$ for $s=2$, $\xi=1$.

In the middle of the first harmonic, $y=\frac12$, $u=0.057445$, $z=0.70711$ and $J_0,J_1,J_2=0.87885,\,0.33191,\,0.05994$, so
\begin{equation}
X_1/m^2=-0.44066+2.00312\,(0.00359+0.77238-0.22033)=0.6724 .
\end{equation}
At the edge $X_1/m^2=2+0.11489^2/1.11489=2.0118$, three times larger, and the spectrum drops there by $dP/du=(\pi\alpha/2\eta)\,2.0118/1.11489^2=0.1615$ per cycle. Integration gives $R_1=0.028222$ and $P_1=(2\pi/137.036)(0.028222/0.11489)=0.01126$. The harmonics $s=1$ to $5$ carry $53\%$, $22\%$, $11\%$, $5.8\%$ and $3.3\%$ of the total $P=0.0212$ per cycle, the mean $s$ is $2.08$, and the laboratory rate is $0.0154$ fs$^{-1}$.

Q. How far is this from the linear and from the classical answer?

A. At this $\eta$, $\sigma_{KN}=0.548$ b, below the Thomson value $0.665$ b. At $\xi=1$, $\sigma_1=0.245$ b and the sum over harmonics is $0.461$ b, which is $16\%$ below $\sigma_{KN}$. At $\xi=0.01$, $0.1$, $0.3$ the deviation $\sigma_1/\sigma_{KN}-1$ is $-1.23\times10^{-4}$, $-1.22\times10^{-2}$, $-0.100$, that is $-1.23\,\xi^2$ at small $\xi$, while $R_2/R_1\simeq1.02\,\xi^2$. At order $\xi^2$ the second harmonic thus returns most of what the first loses, and the sum falls by about $0.21\,\xi^2$ relative to $\sigma_{KN}$. The loss is $\ell=1.99\times10^{-3}$ per cycle, or $0.094$ of $(kp)$ per photon, against $3.51\times10^{-3}$ from Larmor's formula, a ratio of $0.57$. Here $\chi=\xi\eta=0.115$, but at $\xi\sim1$ the ratio depends on $\xi$ and $\eta$ separately: at the same $\chi$, (\ref{loss}) gives $0.45$ for $\xi=0.5$ and $0.61$ for $\xi=2$. Beyond the overall factor $\eta$, (\ref{loss}) depends on $\eta$ through $(1+u)^{-3}$, which lowers $\ell$, and through $u^2/(1+u)$ in $X_s$; the first prevails here.

Q. Could a real pulse show these edges?

A. Within limits set from both sides. First order in $\alpha$ leaves out repeated emission, so a number $N$ of cycles must satisfy $NP\ll1$, here $N\ll1/0.0212\simeq47$ at the level of a single-photon spectrum. A wave train of $N$ cycles has a relative bandwidth of order $1/N$, and since $\omega'_1\propto u_1/(1+u_1)$ with $u_1\propto\omega$, that estimate smears the step by a relative amount of order $1/N(1+u_1)$. In a smooth envelope $\xi$ varies along the pulse; if it varies slowly and the rates are applied locally, the first edge moves between $1.87$ and $1.03$ GeV. Focusing, the energy spread and divergence of a real electron beam, polarization other than circular, depletion of the wave, radiative corrections and pair creation by the emitted photon lie outside the calculation.

\section*{Computed values}
\begin{verbatim}
electron energy = 10.0 GeV; wave photon energy = 1.5 eV; xi = 1.0
m = 0.510999 MeV; alpha = 1/137.0360; gamma = 19569.5
wavelength = 826.6 nm; field = 3.8844e+12 V/m
intensity = 4.0052e+18 W/cm^2; photon density = 5.5590e+32 m^-3
p+ = 20.000000 GeV; eta = k.p/m^2 = 0.114890; chi = xi eta = 0.114890
m* = 0.722662 MeV; q0 - E = 6.5280 eV
s=1: u_s = 0.114890; edge = 1.03050 GeV; xi=0 kinematics = 1.86846 GeV
s=2: u_s = 0.229779; edge = 1.86846 GeV; xi=0 kinematics = 3.14862 GeV
s=3: u_s = 0.344669; edge = 2.56323 GeV; xi=0 kinematics = 4.08052 GeV
s=4: u_s = 0.459559; edge = 3.14862 GeV; xi=0 kinematics = 4.78927 GeV
first edge ratio (xi=1)/(xi=0) = 0.55153; 1/(1+xi^2) = 0.50000
s=1, y=1/2: u = 0.057445; z = 0.707107; X_s = 0.672358 m^2
   J_(s-1), J_s, J_(s+1) = 0.878852, 0.331912, 0.059936
s=2, y=1/2: u = 0.114890; z = 1.414214; X_s = 0.245089 m^2
   J_(s-1), J_s, J_(s+1) = 0.544463, 0.210852, 0.051918
X_1 at edge = 2.011839 m^2; step dP/du = 0.16149 per cycle
s=1: R_s = q0 W_s/(alpha m^2) = 2.82220e-02; P_s = 1.12629e-02 per cycle; share = 0.5314
s=2: R_s = q0 W_s/(alpha m^2) = 1.15745e-02; P_s = 4.61919e-03 per cycle; share = 0.2179
s=3: R_s = q0 W_s/(alpha m^2) = 5.74153e-03; P_s = 2.29135e-03 per cycle; share = 0.1081
s=4: R_s = q0 W_s/(alpha m^2) = 3.10326e-03; P_s = 1.23846e-03 per cycle; share = 0.0584
s=5: R_s = q0 W_s/(alpha m^2) = 1.76369e-03; P_s = 7.03859e-04 per cycle; share = 0.0332
s=10: R_s = q0 W_s/(alpha m^2) = 1.50310e-04; P_s = 5.99861e-05 per cycle; share = 0.0028
total: R = 5.31103e-02; P = 2.11955e-02 per cycle; mean s = 2.0834
lab rate W = 1.53751e-02 1/fs
Thomson = 0.66525 b; Klein-Nishina at eta = 0.54760 b
sigma_1 = 0.24512 b; all harmonics = 0.46129 b
xi=0.3: sigma_1/KN - 1 = -1.0003e-01; R_2/R_1 = 8.1508e-02
xi=0.1: sigma_1/KN - 1 = -1.2196e-02; R_2/R_1 = 1.0095e-02
xi=0.01: sigma_1/KN - 1 = -1.2345e-04; R_2/R_1 = 1.0239e-04
light-front loss per cycle: quantum = 1.99373e-03; Larmor = 3.51184e-03; ratio = 0.5677
mean fraction v per photon = 0.09406
\end{verbatim}
